# Step retreat speed from kink-pair nucleation: two derivations

A calculation of etching that moves whole steps instead of single atoms needs a speed for each step, and someone must decide which activation energy that speed carries. Suppose a step retreats by nucleating pairs of kinks, which then run along it. Should its speed follow the barrier for nucleation, the barrier for kink motion, or some mixture? For a long step that lies on average along a close-packed row, the answer hangs on

$$v=a\sqrt{2Jc}, \qquad (1)$$

where $a$ is the depth of one atomic row, $J$ the nucleation rate of kink pairs per unit length and time, and $c$ the speed of each kink. If $J\propto e^{-E_J/kT}$ and $c\propto e^{-E_c/kT}$ with constant prefactors, the square root gives $v$ the activation energy $(E_J+E_c)/2$. Using $E_J$ alone for such a step would give the wrong temperature dependence unless the two energies happened to agree. Short or strongly tilted steps behave differently, as shown below.

## The model

The step lies on average along a close-packed row. A nucleation event opens a notch of depth $a$ in the edge, bounded by two kinks. The right-hand kink moves right at speed $c$ and the left-hand kink moves left at speed $c$, so the notch widens at $2c$. If a measured speed $u$ refers to the widening of the notch, then $u=2c$ and (1) reads $v=a\sqrt{Ju}$.

Nucleation is random and uniform along the current edge, including the parts that have already retreated. When a right mover meets a left mover, the last of the row between them has gone and both kinks vanish. $J$ counts only pairs that escape being refilled just after birth. Both $J$ and $c$ are constant, and $v$ is positive for retreat into the crystal.

In a time $dt$ each kink, whatever its direction, removes an area $a\,c\,dt$ of the terrace. With $\rho_+$ right movers and $\rho_-$ left movers per unit length, the area removed per unit length and time is

$$v=ac(\rho_++\rho_-). \qquad (2)$$

This is geometry. What remains is to find the kink densities, which the two derivations do in different ways.

## First derivation: local balance

Follow one right mover. Left movers approach it at relative speed $2c$, so in $dt$ it meets those that were within $2c\,dt$ ahead. If the positions of the two families are independent, their mean number is $2c\rho_-dt$. Multiplying by the density of right movers gives $2c\rho_+\rho_-$ meetings per unit length and time. Each meeting removes one kink of each kind and each nucleation adds one of each:

$$\frac{d\rho_+}{dt}=\frac{d\rho_-}{dt}=J-2c\rho_+\rho_-. \qquad (3)$$

A step with no mean misorientation has $\rho_+=\rho_-=\rho$. In the steady state

$$\rho=\sqrt{\frac{J}{2c}},\qquad v=2ac\rho=a\sqrt{4c^2\,\frac{J}{2c}}=a\sqrt{2Jc}.$$

The factor 2 under the root is what remains of two kinks per pair, entering through (2), and a closing speed of $2c$, entering through (3). The units agree: $Jc$ is an inverse time squared, so its root is a rate of removing rows.

The steady state is stable within this balance. Setting both densities to $\rho+\delta$ and keeping first order in $\delta$ gives $d\delta/dt=-4c\rho\,\delta$. The relaxation time $1/(4c\rho)$ is half the time $a/v=1/(2c\rho)$ taken to remove one row.

The same balance treats a step tilted by an angle $\theta$ from the row. Each kink displaces the edge by $a$, so the tilt fixes $\rho_+-\rho_-=\kappa$ with $|\kappa|=\tan\theta/a$. Equation (3) still requires $\rho_+\rho_-=J/2c$. Since $(\rho_++\rho_-)^2=(\rho_+-\rho_-)^2+4\rho_+\rho_-$,

$$v=ac\sqrt{\kappa^2+\frac{2J}{c}}=a\sqrt{2Jc+c^2\kappa^2}. \qquad (4)$$

This is the speed perpendicular to the close-packed row. At large tilt it becomes $ac|\kappa|$: the geometric kinks do the work and nucleation hardly matters.

The weak point is the assumed independence. Kinks are born in pairs at one place, which might seem to correlate them. The second derivation does not make this assumption.

## Second derivation: the probability of a whole configuration

Take a periodic step of length $L$ with no misorientation. It holds $n$ right movers and $n$ left movers, since nucleation and annihilation both preserve the zero difference. Let $p_n$ be the probability density of a configuration with given kink positions, where kinks of one kind are not distinguished. Try

$$p_n=\frac{\rho^{2n}}{Z}, \qquad (5)$$

independent of the positions, with $\rho$ and the normalization $Z$ to be found.

Three conditions must hold for this to be steady.

1. Free motion shifts positions at constant speed. A density that doesn't depend on position is unchanged by it.

2. The configuration is lost by nucleation anywhere, at rate $JL\,p_n$. It is gained when a configuration with one more pair loses that pair. Let the extra right mover be at $x$ and the left mover at $y$, with gap $g=y-x$ and midpoint $s$. Then $dx\,dy=ds\,dg$, and the gap closes at $2c$. The gain is therefore $2c\,p_{n+1}$ integrated over the meeting point $s$, which is $2cL\,p_{n+1}$. Equality requires
$$JL\rho^{2n}=2cL\rho^{2n+2}\quad\Rightarrow\quad \rho^2=\frac{J}{2c}.$$

3. Configurations with a newborn pair, the right mover just to the right of its partner, are supplied by nucleation. The pair separates at $2c$, so the probability flow away from zero separation is $2c\,p_{n+1}$, and it must equal the supply $J\,p_n$. This again gives $2c\rho^2=J$.

One value of $\rho$ satisfies everything, so (5) is a steady state. It is also the one reached from any start. If no nucleation happens for a time $L/2c$, every surviving right mover would have travelled a full length $L$ relative to every surviving left mover and so met it; with equal numbers, the step must then be empty. Such a quiet interval has the nonzero probability $e^{-JL^2/2c}$, so the empty step keeps recurring and the memory of the start is lost.

To find the speed, sum over configurations. The positions of $n$ indistinguishable right movers fill a volume $L^n/n!$, and likewise for left movers. With $z=\rho L$,

$$Z=\sum_{n=0}^{\infty}\frac{z^{2n}}{(n!)^2}=I_0(2z),$$

$$\sum_{n=0}^{\infty}n\,\frac{z^{2n}}{(n!)^2}=z\sum_{n=1}^{\infty}\frac{z^{2n-1}}{(n-1)!\,n!}=z\,I_1(2z),$$

where $I_0$ and $I_1$ are modified Bessel functions, defined by these series. The mean number of kinks of both kinds is $2zI_1(2z)/I_0(2z)$. Dividing by $L$ and using (2),

$$v=2ac\rho\,\frac{I_1(2z)}{I_0(2z)}=a\sqrt{2Jc}\;\frac{I_1(2z)}{I_0(2z)}. \qquad (6)$$

For a long step, put $q=2z$ and $R=I_1(q)/I_0(q)$. From $I_0'=I_1$ and $I_1'=I_0-I_1/q$ it follows that $R'=1-R/q-R^2$. At large $q$ the positive solution settles near $R=1$. Inserting $R=1-\alpha/q$ and keeping terms of order $1/q$ gives $0=-1/q+2\alpha/q$, hence $\alpha=1/2$ and

$$v\simeq a\sqrt{2Jc}\left(1-\frac{1}{4z}\right).$$

As $L\to\infty$ this is (1). For a short step, $I_1(2z)\simeq z$ and $I_0(2z)\simeq1$, so $v\simeq2ac\rho^2L=aJL$. Each nucleus then removes a whole row before another appears, and the kink speed drops out.

## What each derivation assumes

Both use constant $J$ and $c$, uniform nucleation and annihilation on contact. The first adds statistical independence of the two families. In return it needs only densities, handles a tilted step in one line and shows how a uniform disturbance would decay if the two families stayed independent. Away from the steady state that independence fails, and the exponential decay should not be used to estimate the real approach. A long step that starts straight nears its final speed much more slowly, with a shortfall that falls roughly as $t^{-2/3}$. The second derives the steady distribution from the rules of motion, but it treats a closed step and says nothing about the approach to the steady state beyond the fact that it occurs.

The second also justifies the first. By (5), once $n$ is given, each kink is placed uniformly and independently. The weights $z^{2n}/(n!)^2$ peak near $n=z$ with variance about $z/2$, so the relative spread of $n$ vanishes for a long step. Counts in a fixed window then become independent Poisson variables, and the meeting rate in (3) is correct in the steady state. The common birthplace leaves no equal-time correlation there.

On a finite ring a small one remains. A window covering a fraction $f$ of the ring has a variance-to-mean ratio of $1-f/2$ and a correlation of about $f/2$ between the two families, because both share the same $n$. For $f=1/20$ these are 0.975 and 0.025. A simulation of moving kinks with $z=20$ gave 0.961 and 0.033. In units where $J=c=a=1$, its speed was 1.400, against 1.396 from (6) and 1.414 for an infinite step. At $z=0.5$ the simulated speed was 0.632 and (6) gives 0.631, already below the short-step value $JL=0.707$. A tilted step with $\kappa=1.414$ gave 1.985, against 2.000 from (4).

A tempting third argument uses a single row. A point on an initially straight edge is still covered at time $t$ if no nucleus has formed close enough to reach it. The relevant region of position and time has area $\int_0^t2c(t-t')\,dt'=ct^2$, so the probability is $e^{-Jct^2}$ and the mean waiting time is $\frac12\sqrt{\pi/(Jc)}$. Dividing $a$ by this time gives $1.128\,a\sqrt{Jc}$, about 20% below the correct $1.414\,a\sqrt{Jc}$. The waiting time is right for the first row. The error lies in applying it to every later row, as if the edge became straight again each time the point was uncovered.

## A close-packed step on copper

To connect $J$ and $c$ with atomic rates, let a kink lose atoms at rate $w$ and regain them at rate $rw$, with $r<1$. For atom spacing $b$ along the row, its mean speed is $c=bw(1-r)$.

Removing an atom from a straight edge creates two kinks, each of energy $\varepsilon$. Compared with removal at a kink, the ratio of forward to reverse rate is therefore multiplied by $e^{-2\varepsilon/kT}$. I take the refilling rate of a one-atom notch as $2rw$, one contribution from each kink. Detailed balance then sets the edge removal rate to $2we^{-2\varepsilon/kT}$.

Some notches close again. Let $h_m$ be the probability that a notch $m$ atoms wide never closes. It widens at rate $2w$ and narrows at $2rw$, so

$$(1+r)h_m=h_{m+1}+rh_{m-1},\qquad h_0=0,\quad h_\infty=1.$$

The solution is $h_m=1-r^m$, and a new notch survives with probability $1-r$. Hence

$$J=\frac{2w(1-r)}{b}e^{-2\varepsilon/kT},\qquad \rho=\sqrt{\frac{J}{2c}}=\frac{e^{-\varepsilon/kT}}{b}.$$

In this dilute-kink model the density does not depend on $r$. That follows from the choice $2rw$ for refilling: with refilling at $rw$ and the edge rate halved to match, a notch survives with probability $2(1-r)/(2-r)$ and $\rho=e^{-\varepsilon/kT}/(b\sqrt{2-r})$. At fixed $r$, the speed carries the activation energy of $w$ plus one kink energy, although nucleation costs two.

The formula treats kinks as drifting steadily. Random hopping gives a diffusion constant $D=b^2w(1+r)/2$. The spread $\sqrt{2Dt}$ equals the drift $ct$ at a distance $2D/c=b(1+r)/(1-r)$, which must be much shorter than the kink spacing. The condition fails as $r\to1$, close to equilibrium, where attachment of atoms to a straight edge, left out here, must also be included.

Consider a step on Cu(100) in a slow, chloride-free acid etch at 300 K. Movement of atoms along the edge is assumed to be slow compared with $w$. The inputs are rough: lattice constant 0.361 nm, so $a=b=0.2553$ nm; $\varepsilon=0.13$ eV; $w=1000$ s$^{-1}$; and an overpotential of 0.060 V for two-electron dissolution. With $kT=0.02585$ eV,

$$r=e^{-0.120/0.02585}=0.0096,\qquad e^{-\varepsilon/kT}=0.00655.$$

These give $c=253$ nm/s and $J=0.333$ nm$^{-1}$s$^{-1}$. Then

$$v=0.2553\sqrt{2(0.333)(253)}\ \text{nm/s}\approx3.3\ \text{nm/s}.$$

The mean distance between kinks is 19.5 nm, and one row goes in 0.077 s. For terraces 20 nm wide and layers 0.1805 nm high, the surface etches at $3.31\times0.1805/20$ nm/s, or 1.8 nm/min.

An atom-by-atom simulation of 1500 sites, using the hopping, edge-removal and refilling rates above, gave 0.997 of the speed predicted by (6). With $r$ raised to 0.3 the ratio was 0.981. Omitting the survival factor there would have raised the prediction by $1/\sqrt{0.7}$, about 20%, which the simulation rules out. It tests the passage from atomic rates to step speed, not whether those rates describe copper.

## How far the copper number can be trusted

The inputs matter more than the statistics. A kink energy lower by 0.02 eV multiplies the speed by 2.17. Halving both the notch-refilling and edge-removal rates, which also respects detailed balance, multiplies it by 0.71. A periodic length of 500 nm costs 2%. The assumption of slow exchange along the edge is less secure. With an attempt rate of $10^{13}$ s$^{-1}$, a barrier of 0.80 eV gives 0.36 s$^{-1}$, far below $w$, but a barrier of about 0.6 eV already gives a rate close to $w$. At 0.5 eV the rate would be about $4\times10^4$ s$^{-1}$. Exchange would then outpace dissolution, kinks would wander as well as drift, and the picture of steadily running kinks behind (1) would no longer hold. With the rates used here the speed need not change much, though. If exchange keeps the density of each kind of kink near its equilibrium value $e^{-\varepsilon/kT}/b$ and adds no net drift, (2) still gives $v=2ac\rho$ with the same $\rho$ and $c$. The absence of extra drift depends on a lone atom on the edge dissolving only at $2w$, so that nearly every atom sent out by exchange returns to a kink. If atoms instead attach at $rw$ on every site, detailed balance makes a lone atom dissolve at $we^{2\varepsilon/kT}\approx2\times10^7$ s$^{-1}$. Taking the exchange rate as the rate of leaving a kink along the edge, each kink then loses atoms by this extra route at about $0.5w$ for 0.6 eV and about $6w$ for 0.5 eV, so $c$ is no longer the same. The copper number remains an illustration rather than a prediction, because its inputs are rough.

Real copper etches used in circuit manufacture can remove a micrometre per minute or more, at least hundreds of times the rate of this example, which belongs to slow, dilute etching. Real steps also curve around pits and follow the miscut of the surface, which breaks the assumption of zero misorientation. With $J$, $c$ and terrace width held fixed, (4) raises the speed by 0.9% at 0.1° and by a factor of 1.67 at 1°, to about 5.5 nm/s. The two terms in (4) are equal when $\tan\theta=2\rho a=0.0131$, at about 0.75°. Equation (1) is thus a good estimate for this copper step when its misorientation is well below that angle; otherwise (4) should be used. Adsorbates that pin kinks, or transport that makes $J$ and $c$ vary along the step, lie outside both formulas. The numerical output below lists the values used here.

## Computed results

```
Scaled tests (J = c = a = 1)
long step z=20: simulated speed 1.400, ring formula 1.396
infinite-step formula sqrt(2) = 1.414
variance/mean of kink counts in a window: 0.961
correlation of right and left kink counts: 0.033
short step z=0.5: simulated 0.632, formula 0.631, J*L = 0.707
short step z=2.0: simulated 1.211, formula 1.221, J*L = 2.828
tilted step kappa=1.414: simulated 1.985, long-step formula 2.000
single-row mean time: simulated 0.886, integral 0.886
speed factor from the single-row argument: 1.128
Copper example
temperature 300 K, kT = 0.02585 eV
lattice constant 0.361 nm, a = b = 0.2553 nm, layer 0.1805 nm
kink energy 0.13 eV, exp(-energy/kT) = 0.00655
kink atom loss rate w = 1000 1/s
overpotential 0.060 V, gain/loss ratio r = 0.00964
edge atom loss rate = 0.08575 1/s
kink speed c = 252.80 nm/s
surviving pair rate J = 0.3327 1/(nm s)
kink density of each sign = 0.02565 1/nm
mean distance between kinks = 19.49 nm
step retreat speed v = 3.311 nm/s
time to remove one row = 0.0771 s
terrace width 20 nm, surface etch rate = 1.793 nm/min
pair survival at r=0.3: linear system 0.7000, 1-r = 0.7000
atomic simulation r=0.0096: 0.01260 rows per 1/w, formula 0.01263, ratio 0.997
atomic simulation r=0.3000: 0.00876 rows per 1/w, formula 0.00893, ratio 0.981
Size of neglected effects in the example
misorientation 0.1 degree: speed factor 1.009
misorientation 1.0 degree: speed factor 1.666
periodic step of 500 nm: z = 12.83, speed factor 0.980
kink energy lower by 0.02 eV: speed factor 2.17
notch refilling and edge loss both halved: speed factor 0.709
edge exchange, barrier 0.80 eV, attempt rate 1e+13 1/s: 0.36 1/s
edge exchange relative to kink atom loss: 3.6e-04
```
